\section*{Wick Helicity Rotation and Muon Polarization in Pion Decay in Flight}

\section*{The question}

A charged pion of mass $M$ moves along $+z$ in the laboratory with speed $\beta$, where $0<\beta<1$, and decays to a muon of mass $m$ and a massless neutrino or antineutrino. Use $\hbar=c=1$, metric $(+,-,-,-)$, and
\[
\gamma=\frac{1}{\sqrt{1-\beta^2}},\qquad r=\frac{m^2}{M^2},\qquad x=\frac{E}{E_\pi},
\]
where $E$ and $E_\pi=\gamma M$ are the laboratory energies of muon and pion. Starred quantities belong to the pion rest frame, and $\theta^*$ is the muon's angle from $+z$ there. The four-momenta of pion, muon and neutrino are $P$, $p$ and $k$; $|\mathbf p|$ is the laboratory muon momentum.

Work at leading order in the V--A interaction, without photon emission. Up to a constant, the amplitude for $\pi^-\to\mu^-\bar\nu$ is
\[
\mathcal M=\bar u(p)\,\not{P}(1-\gamma_5)\,v(k).
\]
The longitudinal polarization $P_L$ is the probability of positive muon helicity minus that of negative helicity.

\section*{Part (a): energy and helicity at the source}

\textbf{Question.} Find the muon energy spectrum in $x$ and the muon helicity in the pion rest frame, for both pion charges.

\textbf{Answer.} Since $k=P-p$ and $k^2=0$, we have $M^2-2ME^*+m^2=0$. The neutrino energy $M-E^*$ equals $p^*$, so
\begin{equation}
E^*=\frac{M(1+r)}2,\qquad p^*=\frac{M(1-r)}2 .
\end{equation}
The boost gives $E=\gamma(E^*+\beta p^*\cos\theta^*)$. Division by $\gamma M$ yields
\begin{equation}
x=\tfrac12\left[(1+r)+\beta(1-r)\cos\theta^*\right],\qquad
x_\pm=\tfrac12\left[(1+r)\pm\beta(1-r)\right].
\end{equation}

For the amplitude, write $\not{P}=\not{p}+\not{k}$. The Dirac equations are $\bar u\not{p}=m\bar u$ and $\not{k}v=0$, and $\not{k}(1-\gamma_5)v=(1+\gamma_5)\not{k}v=0$. Hence
\begin{equation}
\mathcal M=m\,\bar u(p)(1-\gamma_5)v(k).
\end{equation}
Summing over spins,
\begin{align}
\sum|\mathcal M|^2
&=m^2\,\mathrm{Tr}\left[(\not{p}+m)(1-\gamma_5)\not{k}(1+\gamma_5)\right]\nonumber\\
&=2m^2\,\mathrm{Tr}\left[(\not{p}+m)(1-\gamma_5)\not{k}\right]
=8m^2p\cdot k=4m^2(M^2-m^2).
\end{align}
The second line uses $(1-\gamma_5)^2=2(1-\gamma_5)$; the mass and $\gamma_5$ terms have zero trace. The last step uses $M^2=m^2+2p\cdot k$. The rate is isotropic in the pion frame, and $x$ is linear in $\cos\theta^*$, so the spectrum is flat between $x_-$ and $x_+$.

The projector selects $\gamma_5v=-v$. For a massless spinor $\gamma_5v=\boldsymbol\Sigma\cdot\hat{\mathbf k}\,v$, and an antiparticle's spin is opposite to the $\boldsymbol\Sigma$ eigenvalue of $v$. The antineutrino therefore has helicity $+\frac12$. Orbital angular momentum has no component along the decay axis, and the total is zero. As the particles move in opposite directions, their helicities must be equal, so the $\mu^-$ has helicity $+\frac12$. In $\pi^+$ decay the neutrino has helicity $-\frac12$, and so has the $\mu^+$. Write the muon helicity as $h/2$, with $h=+1$ for $\mu^-$ and $h=-1$ for $\mu^+$.

\section*{Part (b): the Wick rotation}

\textbf{Question.} Let $H(p)$ boost a resting muon along $z$ to the required momentum and then rotate it about $y$ into the decay direction, in the $xz$ plane with nonnegative $x$ component. With $\Lambda$ the boost to the laboratory, find the angle $\omega$ of $W=H(p_{\rm lab})^{-1}\Lambda H(p^*)=R_y(\omega)$, and from it $P_L(x)$.

\textbf{Answer.} For an observer with four-velocity $U$, positive helicity corresponds to the spin vector
\begin{equation}
s_U=\frac{(U\cdot p)\,p/m-mU}{\sqrt{(U\cdot p)^2-m^2}} .
\end{equation}
It satisfies $s_U\cdot p=0$ and $s_U^2=-1$, and for $U=(1,\mathbf 0)$ its spatial part points along the momentum. Take $U=P/M$ for the pion frame and $V=(1,\mathbf 0)$ for the laboratory, both in laboratory components. Then $U\cdot p=E^*$, $V\cdot p=E$ and $U\cdot V=\gamma$.

The transformation $\Lambda H(p^*)$ carries the rest-frame $z$ axis to $s_U$, while $H(p_{\rm lab})$ carries it to $s_V$. Lorentz transformations preserve scalar products, so $\cos\omega=-s_U\cdot s_V$:
\begin{align}
\cos\omega
&=-\frac{E^*E-E^*E-EE^*+\gamma m^2}{p^*|\mathbf p|}
=\frac{E^*E-\gamma m^2}{p^*|\mathbf p|}.
\end{align}
Now insert $E=x\gamma M$, $m^2=rM^2$ and $|\mathbf p|=\gamma M\sqrt{x^2-r/\gamma^2}$. The factor $\gamma M^2/2$ cancels, leaving
\begin{equation}
\cos\omega=\frac{(1+r)x-2r}{(1-r)\sqrt{x^2-r/\gamma^2}} .
\end{equation}

The sine fixes the sense of rotation. The boosted spin vector has spatial components
\[
s_x=\frac{E^*\sin\theta^*}{m},\qquad
s_z=\frac{\gamma(E^*\cos\theta^*+\beta p^*)}{m}.
\]
The rest-frame $x$ axis is carried to $(\cos\theta,0,-\sin\theta)$, where the laboratory angle $\theta$ obeys
\[
\cos\theta=\frac{\gamma(p^*\cos\theta^*+\beta E^*)}{|\mathbf p|},\qquad
\sin\theta=\frac{p^*\sin\theta^*}{|\mathbf p|}.
\]
Therefore
\begin{align}
\sin\omega&=s_x\cos\theta-s_z\sin\theta\nonumber\\
&=\frac{\gamma\sin\theta^*}{m|\mathbf p|}
\left[E^*(p^*\cos\theta^*+\beta E^*)-p^*(E^*\cos\theta^*+\beta p^*)\right]\nonumber\\
&=\frac{m\gamma\beta\sin\theta^*}{|\mathbf p|}\ge0,
\end{align}
because $E^{*2}-p^{*2}=m^2$. Thus $0\le\omega\le\pi$.

A spin-half state rotated by $\omega$ keeps its helicity with probability $\cos^2(\omega/2)$ and is found with the opposite one with probability $\sin^2(\omega/2)$. Their difference is $\cos\omega$, so
\begin{equation}
P_L(x)=h\cos\omega=h\,\frac{(1+r)x-2r}{(1-r)\sqrt{x^2-r/\gamma^2}} .
\end{equation}
Each muon remains fully polarized: its polarization vector in its own rest frame has unit length, with component $P_L$ along the laboratory direction of motion and a transverse component of size $\sin\omega$ in the decay plane.

\section*{Part (c): the sweep between signs}

\textbf{Question.} Find $P_L$ at both ends of the spectrum. For which pion speeds does it run from fully one sign to the other, and where does it then vanish? Give the limit $\gamma\to\infty$.

\textbf{Answer.} At $\cos\theta^*=\pm1$,
\[
E^*E-\gamma m^2=\gamma p^*(p^*\pm\beta E^*),\qquad
|\mathbf p|=\gamma|p^*\pm\beta E^*|.
\]
Hence $\cos\omega=1$ at $x_+$, whereas at $x_-$ it is the sign of $p^*-\beta E^*$. Full reversal requires
\begin{equation}
\beta>\beta^*=\frac{p^*}{E^*}=\frac{1-r}{1+r}.
\end{equation}
This is the muon speed in the pion frame. A muon emitted backwards has laboratory velocity $(\beta-\beta^*)/(1-\beta\beta^*)$ along $z$. For a faster pion this is positive: the boost reverses the muon's momentum while its spin keeps its direction along $z$, so the helicity changes sign. With a slower pion the muon still travels backwards, and both ends have the same sign.

Between the ends,
\begin{equation}
\frac{d\cos\omega}{dE}
=\frac{E^*(E^2-m^2)-E(E^*E-\gamma m^2)}{p^*|\mathbf p|^3}
=\frac{m^2(\gamma E-E^*)}{p^*|\mathbf p|^3}.
\end{equation}
At the lowest energy, $\gamma E-E^*=\gamma^2\beta E^*(\beta-\beta^*)$. For $\beta>\beta^*$ this is positive, and it grows with $E$. The polarization therefore runs monotonically from $-h$ to $+h$, crossing zero at
\begin{equation}
x_0=\frac{2r}{1+r},\qquad \cos\theta_0^*=-\frac{\beta^*}{\beta}.
\end{equation}
The second relation follows from $E^*(E^*+\beta p^*\cos\theta_0^*)=m^2$. The crossing fraction $x_0$ does not depend on the pion speed. Since the decay is isotropic, a fraction $(1-\beta^*/\beta)/2$ of the muons lies below it.

As $\gamma\to\infty$,
\begin{equation}
P_L\to h\,\frac{(1+r)x-2r}{(1-r)x},\qquad r\le x\le1,
\end{equation}
which equals $-h$ at $x=r$ and $+h$ at $x=1$.

\section*{Part (d): slow pions and the threshold}

\textbf{Question.} For $\beta<\beta^*$ find the largest Wick angle. What happens at $\beta=\beta^*$?

\textbf{Answer.} The derivative now changes sign inside the spectrum, at $E=E^*/\gamma$. Equating this to $\gamma(E^*+\beta p^*\cos\theta^*)$ gives $\beta p^*\cos\theta^*=-\beta^2E^*$, or $\cos\theta^*=-\beta/\beta^*$. There
\[
\cos\omega_{\max}
=\frac{E^{*2}-\gamma^2m^2}{p^*\sqrt{E^{*2}-\gamma^2m^2}}
=\frac{\sqrt{E^{*2}-\gamma^2m^2}}{p^*}>0 .
\]
Using $\gamma^2-1=\gamma^2\beta^2$ and $p^*=m\gamma^*\beta^*$, with $\gamma^*=E^*/m$,
\begin{equation}
\sin\omega_{\max}=\frac{m\gamma\beta}{p^*}=\frac{\gamma\beta}{\gamma^*\beta^*},
\qquad \omega_{\max}<90^\circ .
\end{equation}
The polarization dips but never changes sign.

At $\beta=\beta^*$ we have $\gamma m=E^*$, and
\begin{equation}
\cos\omega=\frac{E^*(E-m)}{p^*\sqrt{(E-m)(E+m)}}
=\frac1{\beta^*}\sqrt{\frac{E-m}{E+m}} .
\end{equation}
It tends to zero as $E\to m$. At $E=m$ the muon is at rest in the laboratory and its helicity is undefined.

\section*{Part (e): average over the spectrum}

\textbf{Question.} Average $P_L$ over all decays at fixed $\beta$.

\textbf{Answer.} The flat energy spectrum has width $2\gamma\beta p^*$. With $\int E\,dE/|\mathbf p|=|\mathbf p|$ and $\int dE/|\mathbf p|=Y$, where $Y=\operatorname{arcosh}(E/m)$,
\begin{equation}
\langle P_L\rangle=h\,
\frac{E^*(|\mathbf p|_+-|\mathbf p|_-)-\gamma m^2(Y_+-Y_-)}
{2\gamma\beta p^{*2}} .
\end{equation}
At the ends the motion is collinear, so rapidities add: $Y_\pm=|\operatorname{artanh}\beta^*\pm\operatorname{artanh}\beta|$, with $\operatorname{artanh}\beta^*=\frac12\ln(1/r)=\ln(M/m)$. For $\beta>\beta^*$ the differences are $2\gamma p^*$ and $2\ln(M/m)$; for $\beta<\beta^*$ they are $2\gamma\beta E^*$ and $2\operatorname{artanh}\beta$. Hence
\begin{equation}
\langle P_L\rangle=
\begin{cases}
\displaystyle h\,\frac{E^*p^*-m^2\ln(M/m)}{\beta p^{*2}}, & \beta>\beta^*,\\[3mm]
\displaystyle h\,\frac{E^{*2}-m^2\operatorname{artanh}(\beta)/\beta}{p^{*2}}, & \beta<\beta^*.
\end{cases}
\end{equation}
The two forms agree at $\beta=\beta^*$. As $\beta\to0$ the second tends to $h$, the rest-frame value.

\section*{Part (f): numbers}

\textbf{Question.} Evaluate the results for $\gamma=10$ and for $\beta=0.2$, with $m=105.658$ MeV and the rough pion mass $M=140$ MeV.

\textbf{Answer.} The digits below belong to this rounded pion mass. With the measured $139.570$ MeV they shift to $\beta^*=0.271$, a threshold kinetic energy of 5.44 MeV, $x_0=0.729$, averages of 0.185 ($\gamma=10$) and 0.828 ($\beta=0.2$), and a dip to 0.690. The ratio is $r=(105.658/140)^2=0.5696$, so $\beta^*=0.4304/1.5696=0.274$. The corresponding pion kinetic energy is $140(1.03986-1)=5.58$ MeV.

For $\gamma=10$ the pion energy is 1400 MeV. A muon emitted at $\theta^*=90^\circ$ has $x=(1+r)/2=0.7848$, and
\[
\cos\omega=\frac{1.56958(0.78479)-1.13915}
{0.43042\sqrt{0.78479^2-0.00570}}
=\frac{0.09264}{0.33622}\simeq0.276 .
\]
Other points are:
\begin{center}
\begin{tabular}{rrrr}
$x$ & $\omega$ & $P_L(\mu^-)$ & $P_L(\mu^+)$\\
0.571 & $180^\circ$ & $-1.000$ & $1.000$\\
0.624 & $127^\circ$ & $-0.598$ & $0.598$\\
0.726 & $90^\circ$ & $0.000$ & $0.000$\\
0.785 & $74^\circ$ & $0.276$ & $-0.276$\\
0.892 & $47^\circ$ & $0.682$ & $-0.682$\\
0.999 & $0^\circ$ & $1.000$ & $-1.000$
\end{tabular}
\end{center}
The zero lies at $E=0.7258\times1400=1016$ MeV. The share of muons below it is $(1-0.2742/0.9950)/2=0.362$. The average for $\mu^-$ is
\[
\frac{109.8703(30.1297)-105.65838^2\ln(140/105.65838)}
{0.994987(30.1297)^2}=0.187 .
\]
A helicity measurement on all $\mu^-$ would thus find the negative value with probability $(1-0.187)/2=0.407$. This is a different quantity from 0.362, which is the share of muons whose energy gives $P_L<0$: a $\mu^-$ above $x_0$ still gives the negative value with probability $\sin^2(\omega/2)$, and one below $x_0$ still gives the positive value with probability $\cos^2(\omega/2)$.

For $\beta=0.2<\beta^*$ both ends have $P_L(\mu^-)=1$. The largest rotation follows from
\[
\sin\omega_{\max}=\frac{1.02062(0.2)}{1.03986(0.27423)}=0.716,
\qquad \omega_{\max}=45.7^\circ .
\]
The polarization dips to 0.698 at $x=0.753$, and its average is 0.832. Quadrature of the Dirac helicity rates gives the same averages as part (e).

These curves require a known pion energy. In a beam with a spread of pion energies, one muon energy $E$ corresponds to several values of $x$. The polarization at that $E$ is then an average of $P_L$ over the pion energies that can produce it, each weighted by its number of decays per unit muon energy. Since the spectrum at fixed pion energy is flat with width $2\gamma\beta p^*$, this weight is the number of decays at that pion energy divided by $2\gamma\beta p^*$. This rule assumes that muons of all laboratory angles are collected. At fixed $E$ each pion energy gives one laboratory angle, so a beam line with limited angular acceptance keeps only some of the pion energies, and the average can then differ even in sign.

\section*{Computed values}
\begin{verbatim}
Muon mass: 105.65838 MeV
Pion mass, rough input: 140 MeV
Squared mass ratio r: 0.569576
Pion-frame muon energy E*: 109.8703 MeV
Pion-frame muon momentum p*: 30.1297 MeV (c=1)
Threshold pion speed beta*: 0.274229
Threshold Lorentz factor gamma*: 1.039864
Threshold pion kinetic energy: 5.5809 MeV
Zero-polarization energy fraction x0: 0.725771
Fast pion: gamma = 10.0, beta = 0.994987
Fast pion energy: 1400.0 MeV
Fast zero-crossing muon energy: 1016.079 MeV
cos(theta*)  x        E_mu/MeV  omega/deg  P(mu-)   P(mu+)
  -1.00000   0.57065    798.917    180.000  -1.00000   1.00000
  -0.75000   0.62419    873.863    126.716  -0.59784   0.59784
  -0.50000   0.67772    948.810    105.079  -0.26015   0.26015
  -0.27561   0.72577   1016.079     90.000   0.00000   0.00000
   0.00000   0.78479   1098.703     74.008   0.27551  -0.27551
   0.50000   0.89185   1248.597     47.037   0.68152  -0.68152
   1.00000   0.99892   1398.490      0.000   1.00000  -1.00000
Fast reversed-helicity fraction: 0.362195
Fast mean P(mu-), quadrature: 0.186597
Fast mean P(mu-), formula: 0.186597
Slow pion: beta = 0.2, gamma = 1.020621
Slow pion energy: 142.887 MeV
cos(theta*)  x        E_mu/MeV  omega/deg  P(mu-)   P(mu+)
  -1.00000   0.74175    105.986     -0.000   1.00000  -1.00000
  -0.72932   0.75340    107.650     45.710   0.69828  -0.69828
   0.00000   0.78479    112.136     35.044   0.81871  -0.81871
   1.00000   0.82783    118.286      0.000   1.00000  -1.00000
Slow maximum Wick angle, search: 45.7105 deg
Slow maximum Wick angle, formula: 45.7105 deg
Slow mean P(mu-), quadrature: 0.831981
Slow mean P(mu-), formula: 0.831981
\end{verbatim}
